\section*{Aspect Ratio for Uniform Axial Polarization of a Ferroelectric Needle}

\section*{Problem}

A uniaxial ferroelectric has the shape of a prolate spheroid with semi-axes $R,R,L$ and aspect ratio $r=L/R>1$. Its polar axis $z$ lies along the long axis. The needle stands in vacuum, with no free charge on or near it. Its only polarization is $P$ along $z$, with no additional linear (background) response. The free energy density of the material is
\begin{equation}
f_{\rm loc}=\tfrac12 aP^2+\tfrac14 bP^4+\tfrac12 g|\nabla P|^2,\qquad a=-1\times10^{8}\ \mathrm{V\,m/C},\quad b,g>0,
\end{equation}
with no separate surface energy.

(a) Find the aspect ratio $r^*$ above which uniform axial polarization has a lower energy than $P=0$.

(b) Decide whether $r^*$ also limits non-uniform polarization, using the antiparallel pattern $P=px$. Find an aspect ratio that guarantees local stability of the uniform state.

(c) Evaluate a needle with $r=100$, $R=20$ nm, $b=7\times10^{11}\ \mathrm{V\,m^5/C^3}$ and $g=1\times10^{-10}\ \mathrm{V\,m^3/C}$. Estimate what the model leaves out.

\section*{Solution}

\subsection*{The field of the surface charge}

Both $P=\text{const}$ and $P=px$ are independent of $z$, so the bound volume charge $-\partial_zP$ vanishes. Only the surface charge $\sigma=Pn_z$ remains, where $\mathbf n$ is the outward normal. The two potentials can be found together.

Write $a_i=(R,R,L)$. Outside the needle, define $\lambda\ge0$ by $\sum_i x_i^2/(a_i^2+\lambda)=1$, so that $\lambda=0$ is the surface. Let
\begin{equation}
S=\sum_i\frac{x_i^2}{(a_i^2+\lambda)^2},\qquad T=\sum_i\frac{x_i^2}{(a_i^2+\lambda)^3},\qquad \Delta(\lambda)=(R^2+\lambda)\sqrt{L^2+\lambda}.
\end{equation}
Differentiating the definition of $\lambda$ gives
\begin{equation}
S\,\partial_i\lambda=\frac{2x_i}{a_i^2+\lambda},\qquad |\nabla\lambda|^2=\frac4S .
\end{equation}
Now take the divergence of the first relation. Since $\partial_iS=2x_i/(a_i^2+\lambda)^2-2T\partial_i\lambda$, we have $\nabla S\cdot\nabla\lambda=4T/S-8T/S=-4T/S$, and therefore
\begin{equation}
S\nabla^2\lambda-\frac{4T}{S}=2\sum_i\frac1{a_i^2+\lambda}-\frac{4T}{S}
\quad\Rightarrow\quad \nabla^2\lambda=\frac4S\frac{\Delta'}{\Delta},
\end{equation}
because $\Delta'/\Delta=\frac12\sum_i(a_i^2+\lambda)^{-1}$.

Try $\phi=C\,H\,h(\lambda)$ outside, with $H=z$ for uniform $P$ and $H=xz$ for $P=px$. Both choices of $H$ are harmonic. Set $q=L^2+\lambda$ in the first case and $q=(R^2+\lambda)(L^2+\lambda)$ in the second. Then $\nabla H\cdot\nabla\lambda=(2H/S)\,q'/q$, and
\begin{equation}
\nabla^2(Hh)=\frac{4H}{S}\left[h''+h'\left(\frac{\Delta'}{\Delta}+\frac{q'}{q}\right)\right]=0
\quad\Rightarrow\quad h(\lambda)=\int_\lambda^\infty\frac{ds}{q(s)\Delta(s)} .
\end{equation}
This potential vanishes at infinity. Inside, take $\phi=C\,H\,h(0)$, which is harmonic and matches at the surface. The normal derivative must satisfy $\varepsilon_0(\partial_n\phi_{\rm in}-\partial_n\phi_{\rm out})=\sigma$. The terms containing $\partial_nH$ cancel. With $h'(0)=-1/[q(0)\Delta(0)]$, $\partial_n\lambda=2/\sqrt S$, $n_z=z/(L^2\sqrt S)$ and $\Delta(0)=R^2L$, the condition becomes
\begin{align}
H=z:&\quad \frac{2\varepsilon_0Cz}{L^2R^2L\sqrt S}=\frac{Pz}{L^2\sqrt S}, & C&=\frac{PR^2L}{2\varepsilon_0},\\
H=xz:&\quad \frac{2\varepsilon_0Cxz}{R^2L^2R^2L\sqrt S}=\frac{pxz}{L^2\sqrt S}, & C&=\frac{pR^4L}{2\varepsilon_0}.
\end{align}
All conditions are met, and the electrostatic solution is unique. The axial fields inside are therefore
\begin{equation}
E_z=-\frac{NP}{\varepsilon_0}\ \ (\text{uniform }P),\qquad E_z=-\frac{M\,px}{\varepsilon_0}\ \ (P=px),
\end{equation}
\begin{equation}
N=\frac{R^2L}{2}\int_0^\infty\!\frac{ds}{(R^2+s)(L^2+s)^{3/2}},\qquad
M=\frac{R^4L}{2}\int_0^\infty\!\frac{ds}{(R^2+s)^2(L^2+s)^{3/2}} .
\end{equation}

For $N$, substitute $v=\sqrt{L^2+s}$ and $c^2=L^2-R^2$:
\begin{align}
N&=R^2L\int_L^\infty\frac{dv}{v^2(v^2-c^2)}
=\frac{R^2L}{c^2}\int_L^\infty\left[\frac1{v^2-c^2}-\frac1{v^2}\right]dv\nonumber\\
&=\frac{R^2L}{c^2}\left[\frac1{2c}\ln\frac{L+c}{L-c}-\frac1L\right].
\end{align}
Since $(L+c)/(L-c)=(L+c)^2/R^2$ and $c=R\sqrt{r^2-1}$,
\begin{equation}
N(r)=\frac1{r^2-1}\left[\frac{r}{\sqrt{r^2-1}}\ln\!\left(r+\sqrt{r^2-1}\right)-1\right]\simeq\frac{\ln(2r)-1}{r^2}\quad(r\gg1).
\label{N}
\end{equation}
The substitution $s=L^2t$ gives $N=\frac12\int_0^\infty dt\,(1+r^2t)^{-1}(1+t)^{-3/2}$. Hence $N$ falls steadily with $r$, from $1/3$ for a sphere to zero for an infinite needle. At fixed volume, the charges of opposite sign move apart and the cross-section that carries them shrinks.

\subsection*{(a) The threshold}

The field energy is $\frac12\int\sigma\phi\,dA=\frac12\int P\,\partial_z\phi\,dV=-\frac12\int PE_z\,dV$, by the divergence theorem and $\partial_zP=0$. For uniform $P$ the total energy per volume is
\begin{equation}
f=\frac12\left(\frac N{\varepsilon_0}-|a|\right)P^2+\frac b4P^4 .
\end{equation}
If the bracket is positive or zero, both terms are non-negative and $P=0$ is the minimum. If it is negative, $df/dP=0$ gives
\begin{equation}
P_0^2=\frac{|a|-N/\varepsilon_0}{b},\qquad f_0=-\frac{(|a|-N/\varepsilon_0)^2}{4b}<0 .
\label{P0}
\end{equation}
The condition is therefore
\begin{equation}
N(r)<\varepsilon_0|a|=8.8542\times10^{-12}\times10^{8}=8.8542\times10^{-4}.
\end{equation}
Equation (\ref{N}) gives $N(66)=8.9169\times10^{-4}$, slightly too large, and $N(67)=8.6861\times10^{-4}$, small enough. Linear interpolation yields
\begin{equation}
r^*\simeq66+\frac{8.9169-8.8542}{8.9169-8.6861}=66.27 .
\end{equation}
\textbf{The needle must be about 66 times as long as it is thick.} The slender formula gives 66.25. Numerical minimization of $f$ gives zero polarization at $0.99\,r^*$ and $0.157\ \mu\mathrm{C/cm^2}$ at $1.01\,r^*$, with the $b$ of part (c). The value of $b$ sets the size of $P_0$ but not $r^*$.

Two conditions enter this number. First, the energy was written as $\frac12aP^2$. If the given coefficient multiplied $P^2$ without the half, the allowed $N$ would double and the threshold would be 44.4. Secondly, $b>0$. With $b<0$ and a stabilizing sixth-order term, $f$ is already negative at small $P$ when the bracket is zero. By continuity, a polarized state is then favoured slightly below $r^*$ as well.

\subsection*{(b) Antiparallel polarization and local stability}

The pattern $P=px$ points up on one side of the needle and down on the other, so each tip carries charge of both signs. Scaling the spheroid to a unit ball, with $u=x/R$ distributed with weight $\frac34(1-u^2)$, gives
\begin{equation}
\langle x^2\rangle=\tfrac34R^2\left(\tfrac23-\tfrac25\right)=\tfrac15R^2,\qquad
\langle x^4\rangle=\tfrac34R^4\left(\tfrac25-\tfrac27\right)=\tfrac3{35}R^4 .
\end{equation}
The field energy density is $\frac12(M/\varepsilon_0)p^2\langle x^2\rangle$ and the gradient energy density is $\frac12gp^2$. With $y=p^2R^2$,
\begin{equation}
f=-\frac{D}{10}\,y+\frac{3b}{140}\,y^2,\qquad D=|a|-\frac M{\varepsilon_0}-\frac{5g}{R^2}.
\end{equation}
For $D>0$ the minimum lies at $y=7D/(3b)$, where
\begin{equation}
f_{\rm anti}=-\frac{7D^2}{60b}=-\frac7{15}\,\frac{D^2}{4b}.
\label{anti}
\end{equation}
In a slender needle the integral for $M$ is dominated by $s\sim R^2\ll L^2$, so $M\simeq(R^4/2L^2)\int_0^\infty ds/(R^2+s)^2=1/(2r^2)$. It lacks the large logarithm of $N$.

At $r^*$, $M=1.136\times10^{-4}$ and $M/\varepsilon_0=1.283\times10^7$ V\,m/C. With the $g$ of part (c), $D>0$ when
\begin{equation}
R>\sqrt{\frac{5\times10^{-10}}{8.717\times10^{7}}}\ \mathrm m\simeq2.4\ \mathrm{nm}.
\end{equation}
A thicker needle just below $r^*$ thus lowers its energy by polarizing in antiparallel parts. The threshold limits uniform polarization, not polarization as such. For thinner needles this one trial pattern proves neither stability nor instability.

For the uniform state, add an arbitrary small axial change $\delta P(\mathbf r)$ to $P_0$. The first-order change vanishes because $aP_0+bP_0^3=E_z$ everywhere. The second-order change is
\begin{equation}
\frac12\int_{\rm needle}\left[(a+3bP_0^2)\,\delta P^2+g|\nabla\delta P|^2\right]dV+\frac{\varepsilon_0}{2}\int_{\rm all\ space}|\delta\mathbf E|^2dV .
\end{equation}
The last two contributions cannot be negative. Local stability is therefore guaranteed if
\begin{equation}
a+3bP_0^2=2|a|-\frac{3N}{\varepsilon_0}>0\quad\Longleftrightarrow\quad N<\tfrac23\varepsilon_0|a|,
\end{equation}
which means $r>83.5$. This condition is sufficient; between 66.3 and 83.5 the positive terms decide. For a pattern scaled with the needle, the gradient term grows as $1/R^2$ relative to the others, so thickness matters there. For $\delta P\propto x$ the second-order change is proportional to $2|a|-3N/\varepsilon_0+M/\varepsilon_0+5g/R^2$. With the $g$ of part (c) this is negative up to $r=81.3$ for $R=20$ nm and up to $r=77.3$ for $R=5$ nm, so such needles have no locally stable uniform state over most of the window.

\subsection*{(c) A needle with $r=100$}

Here $N=4.299\times10^{-4}$, so $N/\varepsilon_0=4.855\times10^7$ V\,m/C, and (\ref{P0}) gives
\begin{equation}
P_0=\sqrt{\frac{(10-4.855)\times10^{7}}{7\times10^{11}}}=8.57\times10^{-3}\ \mathrm{C/m^2}=0.857\ \mu\mathrm{C/cm^2},
\end{equation}
against $1.195\ \mu\mathrm{C/cm^2}$ for $N=0$. The energy density is $f_0=-945\ \mathrm{J/m^3}$.

For the antiparallel pattern, $M=4.994\times10^{-5}$ and
\begin{equation}
D=(10-0.564-0.125)\times10^{7}=9.31\times10^7\ \mathrm{V\,m/C},
\end{equation}
so (\ref{anti}) gives $-1445\ \mathrm{J/m^3}$. This is lower than $f_0$. Since $r>83.5$, the uniform state is locally stable, but it is metastable: it is a local minimum of the energy, while the state of lowest energy is non-uniform. How long it lasts depends on the barrier, which is bounded below and turns out to be small.

\paragraph{Comparison with a real material.} The parameters lie in the regime of lead germanate, a uniaxial ferroelectric with a continuous transition, as the model requires. Rough values are a Curie temperature of 450 K and a Curie constant $\mathcal C=10^4$ K; $b$ is also rough, and $g$ is an assumed order of magnitude. In mean-field theory $a=(T-T_C)/(\varepsilon_0\mathcal C)$, so the given $a$ corresponds to an undercooling of $\varepsilon_0|a|\mathcal C=8.9$ K, or 441 K. One kelvin warmer, $r^*$ rises to 71.0; one kelvin cooler, it falls to 62.3. At 441 K the volume of $3.35\times10^6\ \mathrm{nm^3}$ makes the energy gain of the uniform state about $520\,k_BT$. Coherent thermal reversal is then negligible, but nucleation costs far less. Take $\delta P=-A\exp(-\rho^2/2w^2-z^2/2\ell^2)$ well inside the needle. The first-order term vanishes, and the field energy of this shape is governed by $N(\ell/w)$, so
\begin{equation}
\Delta F=\pi^{3/2}w^2\ell\left[\tfrac12\kappa A^2-\left(\tfrac23\right)^{3/2}bP_0A^3+\tfrac14\left(\tfrac12\right)^{3/2}bA^4\right],
\end{equation}
with $\kappa=a+3bP_0^2+g(w^{-2}+\tfrac12\ell^{-2})+N(\ell/w)/\varepsilon_0$. For $w=2.1$ nm and $\ell=540$ nm, raising $A$ leads over a maximum of about $4\,k_BT$ to $\Delta F<0$. The barrier is at most this large, so with the assumed $g$ the uniform state would not survive thermal fluctuations at 441 K; a larger $g$ raises the barrier. Mean-field theory itself is marginal here: the lowest fluctuation correction, $3bk_BT\int d^3k\,(2\pi)^{-3}\,[2|a|+gk^2+k_z^2/(\varepsilon_0k^2)]^{-2}$, is about 1 for a cutoff $\pi/(1\ \mathrm{nm})$ and about 2 for twice that cutoff, so the numbers for the real material are only indicative. The absence of compensating charge is a further assumption, examined next.

\paragraph{Compensating charge.} If free charge cancels a fraction $\theta$ of the surface charge and follows $P$, the internal field becomes $E_z=-N(1-\theta)P/\varepsilon_0$. The equilibrium equation $aP+bP^3=E_z$ then has a polarized solution only if $N(1-\theta)<\varepsilon_0|a|$. For $\theta=\frac12$ the threshold drops to 44.4, the same number as for the other energy convention because both double the allowed $N$. This applies to free charge that is in equilibrium with its own energy cost; charge tied rigidly to $P$ at no cost would enter the energy as $N(1-\theta)^2$ and give 29.5. The field that could drive compensation from outside is large only very near the tips. The internal field is $0.0042$ MV/cm in magnitude, but the jump condition at the tip gives $(1-N)P_0/\varepsilon_0=9.7$ MV/cm just outside. This is a continuum value: the tip's radius of curvature, $R^2/L=0.2$ nm, is of atomic size, so the smooth spheroid cannot describe a real tip in detail. On the axis the field has fallen to 4.8 MV/cm at 0.1 nm from the tip, 0.9 MV/cm at 1 nm and 0.09 MV/cm at 10 nm, and the potential difference between the tips is $2L|E_z|=1.7$ V.

Conduction inside the needle also compensates. Let the free surface charge be $-Qn_z$, with $P$ held fixed, so that $E_z=-N(P-Q)/\varepsilon_0$. The current $\sigma_cE_z$ adds surface charge at the rate $\sigma_cE_zn_z$, which gives $\dot Q=-\sigma_cE_z=\sigma_cN(P-Q)/\varepsilon_0$, with time constant $\varepsilon_0/(N\sigma_c)$. A conductivity of $2.1\times10^{-8}$ S/m makes this one second. If $P$ is allowed to grow as the field is screened, the initial time constant is longer by the factor $1+N/[\varepsilon_0(a+3bP_0^2)]=1.9$, and the field falls to $1/e$ in 1.4 s.

\paragraph{Background response.} With a background permittivity $\varepsilon_b$, the field obeys $E_z=-(N/\varepsilon_0)[P+\varepsilon_0(\varepsilon_b-1)E_z]$. Solving for $E_z$ replaces $N$ by $N/[1+N(\varepsilon_b-1)]$. For a rough $\varepsilon_b=30$ the threshold moves from 66.3 to 65.3. The change is small because $N(\varepsilon_b-1)$ is only about 0.03. For the threshold of uniform polarization, neglecting the background is thus a mild approximation, whereas neglecting substantial charge compensation is not. This estimate does not cover the antiparallel pattern: its potential, proportional to $xz$, also has a transverse field, to which an isotropic background would respond. The numerical output lists the main values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
THRESHOLD
quadratic coefficient a: -1e+08 V m/C
vacuum permittivity: 8.85419e-12 F/m
critical factor eps0|a|: 0.00088542
threshold aspect ratio r*: 66.27
N at r*: 0.00088542
N at r = 66: 0.00089169
N at r = 67: 0.00086861
r* from slender formula: 66.25
r* if energy is a P^2, no 1/2: 44.39
transverse factor at r*: 0.49956
minimized P at 0.99 r*: 0.0000 uC/cm2
minimized P at 1.01 r*: 0.1568 uC/cm2
EXAMPLE NEEDLE
quartic coefficient b: 7e+11 V m^5/C^3
aspect ratio: 100
semi-minor axis R: 20 nm
full length 2L: 4000 nm
N: 0.0004299
N/eps0: 4.855e+07 V m/C
bulk polarization: 1.195 uC/cm2
needle polarization: 0.8573 uC/cm2
internal field: -0.004162 MV/cm
field outside tip: 9.678 MV/cm
uniform energy density: -945.3 J/m3
volume: 3.351e+06 nm3
energy gain over kT: 520.1
DOMAINS
gradient coefficient g: 1e-10 V m^3/C
M at r*: 0.0001136
R above which P=0 splits at r*: 2.395 nm
r ensuring local stability: 83.54
M for example: 4.994e-05
antiparallel energy density: -1445 J/m3
NEGLECTED EFFECTS
Curie constant: 1e+04 K
Curie temperature: 450 K
undercooling giving a: 8.854 K
temperature of use: 441.1 K
r* when 1 K warmer: 70.98
r* when 1 K cooler: 62.32
background permittivity: 30
r* with background: 65.29
r* with half the charge screened: 44.39
conductivity screening in 1 s: 2.06e-08 S/m
\end{verbatim}
